# Hall and longitudinal resistance of a six-terminal bar with chiral edge channels: a program that tests the result

```python
"""Six-terminal Hall bar with N chiral edge channels.

Result under test: R_H = h/(N e^2) and R_L = 0 when current enters at
contact 1 and leaves at contact 4. If a barrier turns M channels back between
the left and right probe pairs, R_L = (h/e^2) M/(N(N-M)), R_H unchanged.

Contacts, clockwise: 1 left, 2 top left, 3 top right, 4 right,
5 bottom right, 6 bottom left (array indices 0 to 5).
T[i, j]: summed transmission probability from contact j to contact i.
V: contact voltages; I: conventional current from contact into the bar.
R_H = (V2 - V6)/I, R_L = (V2 - V3)/I.

Independent road: T is computed from the Green function of a disordered
square lattice in a magnetic field, without assuming chiral channels.
Lattice energies are in units of the hopping energy t.
"""
import numpy as np
from scipy import constants, sparse
from scipy.integrate import trapezoid
from scipy.sparse.linalg import splu
from scipy.special import expit

h, e, k_B = constants.h, constants.e, constants.k
R_K = h / e**2


def conductance_matrix(T):
    """Matrix G in I = G V, from I_i = (e^2/h) sum_j T_ij (V_i - V_j)."""
    off = T - np.diag(np.diag(T))
    return (np.diag(off.sum(axis=1)) - off) / R_K


def solve_voltages(T, current):
    """Current in at contact 1, out at contact 4, with V4 = 0."""
    G = conductance_matrix(T)
    keep = [0, 1, 2, 4, 5]
    injected = np.array([current, 0.0, 0.0, 0.0, 0.0])
    V = np.zeros(6)
    V[keep] = np.linalg.solve(G[np.ix_(keep, keep)], injected)
    return V


def resistances(T):
    """Hall (left, right pair) and longitudinal (top, bottom), in ohm."""
    V = solve_voltages(T, 1.0)
    return np.array([V[1] - V[5], V[2] - V[4], V[1] - V[2], V[5] - V[4]])


def chiral_matrix(N, M=0):
    """N clockwise channels, M of them turned back in the middle."""
    T = np.zeros((6, 6))
    for j in range(6):
        T[(j + 1) % 6, j] = N
    T[2, 1] = T[5, 4] = N - M
    T[5, 1] = T[2, 4] = M
    return T


# ---- lattice model -------------------------------------------------------
LX, LY, Q = 70, 24, 10          # sites along and across; flux 1/Q per cell
THETA = 2 * np.pi / Q
GAMMA = 1.0                     # level broadening in the contact regions
DISORDER = 0.1                  # site energies uniform in +-DISORDER
site_disorder = np.random.default_rng(7).uniform(-DISORDER, DISORDER, (LX, LY))

contact_of = -np.ones((LX, LY), dtype=int)
contact_of[:8, :] = 0
contact_of[16:28, -7:] = 1
contact_of[42:54, -7:] = 2
contact_of[62:, :] = 3
contact_of[42:54, :7] = 4
contact_of[16:28, :7] = 5


def landau_gap(n):
    """Lower and upper edge of the bulk gap above n Landau levels."""
    bands = []
    y = np.arange(Q)
    for kx in np.linspace(0, THETA, 7):
        for phase in np.linspace(0, 2 * np.pi, 9):
            H = np.diag(-2 * np.cos(kx - THETA * y)).astype(complex)
            H[y[:-1], y[1:]] = H[y[1:], y[:-1]] = -1
            H[0, -1] -= np.exp(-1j * phase)
            H[-1, 0] -= np.exp(1j * phase)
            bands.append(np.linalg.eigvalsh(H))
    bands = np.array(bands)
    return bands[:, n - 1].max(), bands[:, n].min()


def lattice_transmission(energy, theta, barrier=0.0):
    """T_ij = Tr(Gamma_i G Gamma_j G^dagger) between the six contacts."""
    n_sites = LX * LY
    site = np.arange(n_sites).reshape(LX, LY)
    x_hop = -np.exp(1j * theta * np.arange(LY)) * np.ones((LX - 1, 1))
    y_hop = -np.ones((LX, LY - 1), dtype=complex)
    target = np.concatenate([site[1:, :].ravel(), site[:, 1:].ravel()])
    source = np.concatenate([site[:-1, :].ravel(), site[:, :-1].ravel()])
    values = np.concatenate([x_hop.ravel(), y_hop.ravel()])
    hop = sparse.coo_matrix((values, (target, source)),
                            shape=(n_sites, n_sites)).tocsc()
    onsite = site_disorder.copy()
    onsite[32:38, :] += barrier
    label = contact_of.ravel()
    diagonal = energy - onsite.ravel() + 0.5j * GAMMA * (label >= 0)
    A = sparse.diags(diagonal) - hop - hop.conj().T
    members = np.flatnonzero(label >= 0)
    rhs = np.zeros((n_sites, members.size), dtype=complex)
    rhs[members, np.arange(members.size)] = 1
    green = splu(sparse.csc_matrix(A)).solve(rhs)[members]
    P = (label[members][None, :] == np.arange(6)[:, None]).astype(float)
    T = GAMMA**2 * P @ np.abs(green)**2 @ P.T
    np.fill_diagonal(T, 0.0)
    return T


print(f"h/e^2 = {R_K:.3f} ohm")
print(f"lattice: {LX} x {LY} sites, flux per cell 1/{Q} flux quantum")
print(f"lattice disorder: +-{DISORDER:.2f} t")

# Lattice transmissions and resistances in the first two Landau gaps.
fermi, lattice_T = {}, {}
for N in (1, 2):
    low, high = landau_gap(N)
    assert high - low > 4 * DISORDER
    fermi[N] = 0.5 * (low + high)
    T = lattice_transmission(fermi[N], THETA)
    lattice_T[N] = T
    # Current conservation: what leaves each contact equals what enters.
    assert np.allclose(T.sum(axis=0), T.sum(axis=1), atol=1e-8)
    # Small leakage past finite contacts limits the agreement.
    deviation = np.abs(T - chiral_matrix(N)).max()
    assert deviation < 0.01 * N
    r = resistances(T) / R_K
    assert np.all(np.abs(r[:2] * N - 1) < 0.01)
    assert np.all(np.abs(r[2:]) < 0.01)
    print(f"lattice gap {N}: from {low:.3f} t to {high:.3f} t")
    print(f"  Fermi energy = {fermi[N]:.3f} t")
    print(f"  T from contact 1 to 2 = {T[1, 0]:.5f}")
    print(f"  largest deviation of T from chiral form = {deviation:.1e}")
    print(f"  R_H = {r[0]:.5f} h/e^2")
    print(f"  |R_L| = {abs(r[2]):.1e} h/e^2")

# Reversed field: transmissions transpose and the Hall resistance flips.
T_reversed = lattice_transmission(fermi[1], -THETA)
assert np.allclose(T_reversed, lattice_T[1].T, atol=1e-8)
r_reversed = resistances(T_reversed) / R_K
assert abs(r_reversed[0] + 1) < 0.01 and abs(r_reversed[2]) < 0.01
print(f"lattice, gap 1, field reversed: R_H = {r_reversed[0]:.5f} h/e^2")

# Barrier lowers the local filling from two levels to about one.
barrier = fermi[2] - fermi[1]
T_barrier = lattice_transmission(fermi[2], THETA, barrier)
M_lattice = T_barrier[5, 1]
r_barrier = resistances(T_barrier) / R_K
R_L_formula = M_lattice / (2 * (2 - M_lattice))
assert M_lattice > 0.3
assert abs(r_barrier[2] / R_L_formula - 1) < 0.02
assert abs(r_barrier[3] / R_L_formula - 1) < 0.02
assert np.all(np.abs(2 * r_barrier[:2] - 1) < 0.02)
print(f"lattice, gap 2, barrier height = {barrier:.3f} t")
print(f"  channels turned back M = {M_lattice:.4f}")
print(f"  R_L from lattice = {r_barrier[2]:.4f} h/e^2")
print(f"  R_L from formula with this M = {R_L_formula:.4f} h/e^2")
print(f"  R_H from lattice = {r_barrier[0]:.4f} h/e^2")

# Numerical solution of the chiral equations against the closed formulas.
for N in range(1, 5):
    G = conductance_matrix(chiral_matrix(N))
    assert np.linalg.matrix_rank(G) == 5
    for M in range(N):
        r = resistances(chiral_matrix(N, M))
        assert np.allclose(r[:2], h / (N * e**2), rtol=1e-10)
        assert np.allclose(r[2:], R_K * M / (N * (N - M)), atol=1e-6)
    print(f"N = {N}: R_H = {resistances(chiral_matrix(N))[0]:.3f} ohm")

# Worked example.
N, current = 2, 100e-9
T = chiral_matrix(N)
V = solve_voltages(T, current)
I = conductance_matrix(T) @ V
assert np.allclose(I, [current, 0, 0, -current, 0, 0], atol=1e-18)
power = I @ V
assert np.isclose(power, current**2 * h / (N * e**2), rtol=1e-10)
print(f"example: N = {N}, I = {current * 1e9:.0f} nA, V4 = 0")
print("  V1..V6 = " + ", ".join(f"{abs(v) * 1e3:.4f}" for v in V) + " mV")
assert V.min() > -1e-15
print(f"  R_H = {(V[1] - V[5]) / current:.3f} ohm")
print(f"  R_L = {abs(V[1] - V[2]) / current:.3f} ohm")
print(f"  two-terminal resistance = {(V[0] - V[3]) / current:.3f} ohm")
print(f"  supplied power = {power * 1e12:.4f} pW")

# Source current from the energy integral over Fermi functions.
temperature = 1.0
kT = k_B * temperature
mu_out, mu_in = -e * V[0], -e * V[5]
E = np.linspace(min(mu_out, mu_in) - 40 * kT, max(mu_out, mu_in) + 40 * kT, 20001)
difference = expit((mu_out - E) / kT) - expit((mu_in - E) / kT)
I_integral = -e * N / h * trapezoid(difference, E)
assert np.isclose(I_integral, current, rtol=1e-6)
print(f"  source current from energy integral at {temperature:.0f} K"
      f" = {I_integral * 1e9:.4f} nA")

# Same example with one channel turned back between the probe pairs.
M = 1
V_back = solve_voltages(chiral_matrix(N, M), current)
print(f"example with M = {M} channel turned back:")
print("  V1..V6 = " + ", ".join(f"{abs(v) * 1e3:.4f}" for v in V_back) + " mV")
assert V_back.min() > -1e-15
print(f"  R_H = {(V_back[1] - V_back[5]) / current:.3f} ohm")
print(f"  R_L = {(V_back[1] - V_back[2]) / current:.3f} ohm")

print("done: every assertion held")
```

Printed output:

```
h/e^2 = 25812.807 ohm
lattice: 70 x 24 sites, flux per cell 1/10 flux quantum
lattice disorder: +-0.10 t
lattice gap 1: from -3.420 t to -2.354 t
  Fermi energy = -2.887 t
  T from contact 1 to 2 = 0.99999
  largest deviation of T from chiral form = 2.8e-05
  R_H = 1.00000 h/e^2
  |R_L| = 1.2e-06 h/e^2
lattice gap 2: from -2.351 t to -1.478 t
  Fermi energy = -1.914 t
  T from contact 1 to 2 = 1.99919
  largest deviation of T from chiral form = 2.1e-03
  R_H = 0.49992 h/e^2
  |R_L| = 1.0e-04 h/e^2
lattice, gap 1, field reversed: R_H = -1.00000 h/e^2
lattice, gap 2, barrier height = 0.973 t
  channels turned back M = 0.9998
  R_L from lattice = 0.5003 h/e^2
  R_L from formula with this M = 0.4998 h/e^2
  R_H from lattice = 0.4997 h/e^2
N = 1: R_H = 25812.807 ohm
N = 2: R_H = 12906.404 ohm
N = 3: R_H = 8604.269 ohm
N = 4: R_H = 6453.202 ohm
example: N = 2, I = 100 nA, V4 = 0
  V1..V6 = 1.2906, 1.2906, 1.2906, 0.0000, 0.0000, 0.0000 mV
  R_H = 12906.404 ohm
  R_L = 0.000 ohm
  two-terminal resistance = 12906.404 ohm
  supplied power = 129.0640 pW
  source current from energy integral at 1 K = 100.0000 nA
example with M = 1 channel turned back:
  V1..V6 = 2.5813, 2.5813, 1.2906, 0.0000, 0.0000, 1.2906 mV
  R_H = 12906.404 ohm
  R_L = 12906.404 ohm
done: every assertion held
```
